# Hillert's Two-Dimensional Grain-Size Distribution and Its Cutoff at Twice the Mean

A thin metal film is annealed until its mean grain radius is 97 nm. In the mean-field steady state derived here, 4% of the grains have radii above 146 nm, between one and two in a million exceed 175 nm, and none exceeds 194 nm. The distribution does not thin out gradually into a long tail. It ends at twice the mean radius, although no obstacle in the film forbids a larger grain. The cutoff comes from a competition between the growth of a large grain and the growth of the mean.

Let the grains be columnar, so that each boundary runs straight through the film and the structure is two-dimensional. A grain of area $A$ is given the equivalent radius $R$ defined by $A=\pi R^2$. All boundaries have the same energy per area $\gamma$ and the same mobility $M$, and each moves towards its centre of curvature with speed $M\gamma\kappa$, where $\kappa$ is its in-plane curvature. The area of one grain then changes at the rate

$$\frac{dA}{dt}=-M\gamma\oint\kappa\,dl .$$

Around a closed outline the tangent turns by $2\pi$. Three equal boundary tensions balance at interior angles of $120^\circ$, so each of the $n$ corners contributes a turn of $\pi/3$. The curved sides supply the remainder, $2\pi-n\pi/3$, and therefore

$$\frac{dA}{dt}=\frac{\pi}{3}M\gamma\,(n-6).$$

Since $dA/dt=2\pi R\,dR/dt$, this is $R\,dR/dt=M\gamma(n-6)/6$. Up to here nothing has been averaged. The mean-field assumption replaces the number of sides by a function of size alone, $n=3+3R/R_c$, where $R_c(t)$ is a radius common to all grains. Then $(n-6)/6=\tfrac12(R/R_c-1)$, and division by $R$ gives

$$\frac{dR}{dt}=k\left(\frac1{R_c}-\frac1R\right),\qquad k=\alpha M\gamma,\quad \alpha=\tfrac12 .$$

Grains larger than $R_c$ grow and smaller ones shrink until they vanish. The linear relation between sides and size is an assumption. Real grains of equal size have different numbers of neighbours.

The radius $R_c$ is fixed by the total area. A vanishing grain carries no area away, so the sum over surviving grains obeys

$$0=\sum R\frac{dR}{dt}=k\sum\left(\frac{R}{R_c}-1\right),$$

which gives $R_c=\langle R\rangle$. In two dimensions the critical radius is the mean radius. The assumed relation then gives $\langle n\rangle=3+3=6$, the value required for a large network in which three boundaries meet at each corner.

To look for a distribution of constant shape, measure sizes by $u=R/R_c$ and time by $s$, with $ds=k\,dt/R_c^2$. The quotient rule gives

$$\frac{du}{ds}=\frac{R_c^2}{k}\left(\frac1{R_c}\frac{dR}{dt}-\frac{R}{R_c^2}\frac{dR_c}{dt}\right)
=1-\frac1u-\lambda u\equiv w(u),\qquad \lambda=\frac{R_c}{k}\frac{dR_c}{dt}.$$

The first two terms are the growth of the grain itself. The last is the loss of relative size because the mean grows. By definition $d\ln R_c/ds=\lambda$.

Let $N$ be the number of grains and $P(u)$ the fraction per unit $u$. The total area is $\pi N R_c^2\langle u^2\rangle$. If $P$ is steady and $\langle u^2\rangle$ finite, $N$ is proportional to $R_c^{-2}$, so $dN/ds=-2\lambda N$. Grains disappear only at $u=0$, and conservation of number at every other size reads $\partial(NP)/\partial s+\partial(wNP)/\partial u=0$. Hence

$$\frac{d}{du}(wP)=2\lambda P .$$

For a fixed $P$ this requires $\lambda$ to be constant: written out, it is $[(1-1/u)P]'=\lambda[(uP)'+2P]$. The left side does not depend on time, and the bracket on the right vanishes everywhere only for $P\propto u^{-3}$, which cannot be normalized. Since $N$ cannot increase, $\lambda\ge0$.

It is convenient to use the flux $G=wP$. Then $G'=2\lambda P\ge0$, and where $w\ne0$,

$$\frac{G'}{G}=\frac{2\lambda}{w}=-\frac{2\lambda u}{\lambda u^2-u+1}.$$

The quadratic has the discriminant $1-4\lambda$, which separates the possible cases.

If $\lambda>1/4$, then $w$ is negative at every size. The mean grows so fast that every grain loses relative size. At large $u$ the last equation becomes $G'/G\simeq-2/u$, so $|G|\propto u^{-2}$. Because $w\simeq-\lambda u$, it follows that $P\propto u^{-3}$. The contribution to the area is then proportional to $\int u^2u^{-3}du=\int du/u$, which diverges. For $\lambda=0.3$, numerical integration gives a tail power of $-3.000$ between $u=10^4$ and $10^5$. A finite film cannot have such a steady state.

If $\lambda=0$, then $wP$ is constant. At large $u$, $w\to1$, so a nonzero constant would make $P$ non-normalizable. What remains is a population concentrated at $w=0$, that is at $u=1$: equal grains. Since $dw/du=1$ there, any difference in size grows, and this state is unstable.

There remains $0<\lambda\le1/4$. With $\sigma=\sqrt{1-4\lambda}$ the roots of $w$ are

$$u_\mp=\frac{1\mp\sigma}{2\lambda},\qquad
u_-=\frac{2(1-\sigma)}{1-\sigma^2}=\frac{2}{1+\sigma}\le2,$$

where $4\lambda=1-\sigma^2$ was used. The question is whether a steady population can extend above $u_-$. As $u$ approaches a root of $w$ from either side, $G$ tends to a limit, because its derivative $2\lambda P$ is integrable. If the limit were $c\ne0$, then $P\simeq c/w$ would diverge at least as fast as the inverse distance from the root, and its integral would be infinite. So $G=0$ at the roots. This also rules out a finite fraction of grains gathered at one root, since that would require a jump in $G$ and hence a nonzero limit on one side. At infinity $P\simeq-c/(\lambda u)$ is likewise not integrable unless $c=0$. Integrating $G'=2\lambda P$ from $u_-$ to infinity now gives

$$0=2\lambda\int_{u_-}^{\infty}P\,du .$$

As $P$ is nonnegative, it vanishes above $u_-$. Within this mean-field model, no steady state of finite area reaches beyond twice the mean radius.

The physical content is a matter of bookkeeping. No grain above $u_-$ can leave that region, because $w=0$ at its lower border, so none of these grains dies. Meanwhile the total number $N$ falls. Their share would have to rise, which contradicts a steady shape unless there are none. A single grain above twice the mean is therefore not forbidden by the equation of motion; what is forbidden is a constant fraction of such grains.

The bound equals 2 when $\sigma=0$, that is for $\lambda=1/4$. The smaller values of $\lambda$ are not spurious, however. For each of them the equation for $G$ can be integrated from $G(0)=-2\lambda$ up to $G(u_-)=0$, and $P=G/w$ is then positive and normalized. The mean also comes out right. Multiplying $(wP)'=2\lambda P$ by $u^2$ and integrating by parts, with vanishing boundary terms, gives

$$-2\int(u-1-\lambda u^2)P\,du=2\lambda\langle u^2\rangle
\quad\Longrightarrow\quad\langle u\rangle=1 .$$

Steadiness alone thus permits a family of distributions, and a further property must select the member with $\lambda=1/4$, known as Hillert's distribution. That property is the shape of the upper edge. Let $y=u_--u$ be a small distance below the edge. From $w=-\lambda(u-u_-)(u-u_+)/u$ one finds

$$\frac{dy}{ds}=-w\simeq a y,\qquad a=\frac{\lambda(u_+-u_-)}{u_-}.$$

The number of grains larger than a chosen grain does not change, since trajectories keep their order and the large grains survive. The fraction larger than it therefore rises as $1/N\propto e^{2\lambda s}$, while $y$ rises as $e^{as}$. Hence this fraction is proportional to $y^p$ with

$$p=\frac{2\lambda}{a}=\frac{2u_-}{u_+-u_-}=\frac{1-\sigma}{\sigma}.$$

So $\sigma=1/(1+p)$, and

$$\lambda=\frac14\left[1-\frac1{(1+p)^2}\right],\qquad u_-=\frac{2(1+p)}{2+p}.$$

Over any finite time the law of motion maps radii near the largest one smoothly, with a nonzero slope. A small distance from the edge is multiplied by a constant to leading order, and the power $p$ is preserved. A population that starts with a given finite $p$ is thus expected to approach the member with that $p$. An edge that vanishes faster than any power corresponds to $p\to\infty$, which means $\lambda=1/4$ and a cutoff at 2. This argument motivates the selection but does not prove convergence.

The case $p=1$ shows what a different member looks like. Here $\lambda=3/16$, $u_-=4/3$ and $u_+=4$, and partial fractions give

$$\frac{G'}{G}=-\frac{2u}{(4/3-u)(4-u)}=-\frac1{4/3-u}+\frac3{4-u}.$$

Integration yields $G\propto(4/3-u)/(4-u)^3$. The fraction of grains above $u$ is $Q=-G/(2\lambda)$, and $Q(0)=1$ fixes the constant:

$$Q(u)=\frac{16(4-3u)}{(4-u)^3},\qquad P=-Q'=\frac{96u}{(4-u)^4}\qquad(0<u<4/3).$$

The density rises to about 2.5 at the edge and then drops abruptly to zero. Direct evolution of many weighted groups of grains supports the rule. A start with equal numbers in equal intervals of radius, which has $p=1$, led to $\lambda=0.188$ and a largest radius of 1.336 times the mean, against the predicted 0.1875 and 1.333. A start with $p=2$ gave 0.223 and 1.499, against 0.222 and 1.5.

For Hillert's member, set $\lambda=1/4$. The two roots merge, and

$$w=1-\frac1u-\frac u4=-\frac{(2-u)^2}{4u},\qquad
\frac{G'}{G}=\frac1{2w}=-\frac{2u}{(2-u)^2}.$$

Writing $u=2-(2-u)$ in the numerator splits the last expression into $-4/(2-u)^2+2/(2-u)$. The integral of the first term is $-4/(2-u)$ and that of the second is $-2\ln(2-u)$. Therefore $|G|\propto(2-u)^{-2}e^{-4/(2-u)}$. Integrating $G'=P/2$ from $u$ to 2 gives $Q=-2G$, and $Q(0)=1$ sets the factor to $4e^2$. Since $2-4/(2-u)=-2u/(2-u)$,

$$Q(u)=\left(\frac{2}{2-u}\right)^2\exp\left(-\frac{2u}{2-u}\right).$$

Finally $P=G/w=(-Q/2)\,[-4u/(2-u)^2]=2uQ/(2-u)^2$, or

$$\boxed{P(u)=\frac{8u}{(2-u)^4}\exp\left(-\frac{2u}{2-u}\right)\ \ (0<u<2),\qquad P(u)=0\ \ (u\ge2).}$$

The exponential overwhelms the inverse powers as $u\to2$, so $P$ and all its derivatives vanish there. This is the flat edge anticipated above. It also explains the sparse upper end in the opening example. At $u=1.5$, $Q=16e^{-6}=0.040$; at $u=1.8$, $Q=100e^{-18}=1.5\times10^{-6}$. At the other end $P\simeq u/2$. Small grains are rare because they shrink quickly, with $w\simeq-1/u$, while their flux $wP$ tends to the finite value $-1/2$ that supplies the steady loss of grains.

The moments follow from $v=2/(2-u)$, for which $u=2-2/v$, $du=2\,dv/v^2$ and $Q=v^2e^{2-2v}$. Integration by parts turns the moments of $P$ into integrals of $Q$:

$$\langle u\rangle=\int_0^2Q\,du=\int_1^\infty2e^{2-2v}dv=1,$$

$$\langle u^2\rangle=2\int_0^2uQ\,du=8\int_1^\infty\left(1-\frac1v\right)e^{2-2v}dv=4-8e^2E_1(2)=1.109,$$

where $E_1(2)=\int_1^\infty e^{-2v}dv/v$. The standard deviation is 0.33 of the mean. The maximum of $P$ satisfies $1/u+4/(2-u)-4/(2-u)^2=0$. Multiplication by $u(2-u)^2$ reduces this to $4-3u^2=0$, so the most common radius is $2/\sqrt3=1.155$ times the mean.

The definition of $\lambda$ also supplies the growth law. With $R_c\,dR_c/dt=k/4$,

$$\langle R\rangle^2=R_0^2+\frac{kt}{2}=R_0^2+\frac{\alpha M\gamma t}{2}.$$

How quickly does another population reach this state? Two starts were evolved to $s=30$. In the first, the fraction above radius $R$ was $\exp[1-1/(1-R)]$, with $R$ in units of the largest radius; this edge is flatter than any power. In the second it was $\exp(-R^2)$, with no upper limit. Over the last ten units of $s$, $\lambda$ averaged 0.249 and 0.255. The largest difference between the cumulative distribution and $Q$ fell from 0.177 in the first case and 0.132 in the second to below 0.01 in both. (The printed starting value of 0.157 for the first case is taken after one time step, in which the smallest grains have already vanished.) Initially 4.3% of the second population lay above twice the mean; at the end none of the represented groups did. This is compatible with the trapping argument, because $w(2)=\tfrac12-2\lambda$ is slightly negative when $\lambda$ exceeds $1/4$, and grains can then pass downward through $u=2$. For an unbounded tail the sharp cutoff is a limit, and the numerical representation omits the extreme tail; if the tail is followed to fractions of $e^{-90}$ instead of $e^{-30}$, about $10^{-16}$ of the grains are still above $u=2$ at $s=30$. In these runs the mean radius grew by factors of about 2200 and 4500, far more than the factor of about two in the anneal considered next.

The film of the opening has a thickness of $h=100$ nm and starts with a mean radius of 50 nm, already in the steady distribution. It is held at 473 K for 1800 s. The mobility is $M=M_0e^{-E/k_BT}$, with $M_0=1.0\times10^{-7}\ \mathrm{m^4\,J^{-1}\,s^{-1}}$ and $E=0.90$ eV, which gives $2.57\times10^{-17}\ \mathrm{m^4\,J^{-1}\,s^{-1}}$. With $\gamma=0.60\ \mathrm{J/m^2}$ the rate constant is $k=7.72\ \mathrm{nm^2/s}$. Then

$$\langle R\rangle=\sqrt{50^2+7.72\times1800/2}\ \mathrm{nm}=97.2\ \mathrm{nm}.$$

Direct evolution from the steady distribution gives 97.4 nm. The cutoff moves from 100 to 194 nm. The grain density, $1/(\pi\langle u^2\rangle\langle R\rangle^2)$, falls from 115 to 30 per square micrometre.

These are round values in the rough range of annealed interconnect films, not data for a particular metal. The mobility is the least certain, since impurities and boundary structure can change it by orders of magnitude. Temperature matters too: 10 K more multiplies $k$ by 1.58 and raises the final mean radius to about 116 nm. The scaled duration is only $s=4\ln(97.2/50)=2.7$, so a film that starts with another distribution need not have forgotten it. How much survives depends on the shape of the start: over the same interval $s=2.7$ the largest cumulative difference from $Q$ falls from 0.177 to below 0.01 for the flat-edged start used above, but only from 0.13 to 0.06 for the start $\exp(-R^2)$. These starts coarsen faster at first (the mean grows by factors of 2.6 and 3.0 over that interval), so the same anneal would cover less than $s=2.7$ for them. The columnar picture is also marginal at the start, when the mean grain diameter equals the film thickness, and it does not describe lines narrower than the grains.

The film must also be covered on both faces, for example by a substrate and a cap. On a free surface of energy $\gamma_s$, a boundary digs a groove whose slope is about $\gamma/(2\gamma_s)$. If both faces are free, the boundary can tilt by this angle at each of them before it escapes, so its curvature through the thickness can balance an in-plane curvature of up to $\gamma/(\gamma_sh)$. With $\gamma_s=1.7\ \mathrm{J/m^2}$ this limit is $0.0035\ \mathrm{nm^{-1}}$. It is an upper estimate, valid for escape from a groove that stays in place. The mean-field driving curvature is $\alpha|1-1/u|/R_c$. Comparing the two across the steady distribution, with $R_c$ kept equal to the mean radius, one estimates that grooves would hold 76% of the grains at the start and 87% at the final mean radius. With both faces free and this limit, growth would be much slower. If the held grains are frozen, the others move at full speed and $R_c$ is readjusted so that the total area is conserved, the held fraction runs from 66% to 92% and the mean radius after the anneal is about 66 nm instead of 97 nm. If the limiting curvature is also subtracted from the drive of the moving boundaries, it is about 59 nm. A groove that travels with the boundary by surface diffusion needs a tilt of only $\gamma/(6\gamma_s)$, which makes the limit three times smaller; the estimates of 76% and 87% then drop to 26% and 52%, and the two final radii become about 97 and 77 nm. How much free surfaces slow the growth thus depends on how the groove moves. If only one face is free and the boundary slides freely along the other, the limiting curvature is half as large and fewer grains are held.

Texture affects the cutoff itself. Suppose that a few grains have an orientation favoured by an extra driving pressure $\Delta p$. Their radial speed gains $M\Delta p$, which adds $e=\Delta p\,R_c/(\alpha\gamma)$ to $w$. At $\lambda=1/4$ the double root splits, and the upper, stable root is

$$u=2\left[1+e+\sqrt{(1+e)^2-1}\right]>2 .$$

An interface-energy advantage of $0.05\ \mathrm{J/m^2}$ on one face gives $\Delta p=0.05/h=0.50$ MPa. A difference of 100 GPa in biaxial modulus at a strain of 0.002 gives $\Delta p=0.40$ MPa, the modulus difference times the strain squared. For comparison, the capillary pressure on a grain at $u=2$ is $\alpha\gamma/(2R_c)=1.54$ MPa at the end of the anneal. With $R_c$ in $e$ held at its final value, the two advantages move the limit for favoured grains to 3.5 and 3.3 times the mean. They need not reach it during this short anneal, but twice the mean is no longer a barrier for them. The cutoff at 2 therefore belongs to the mean-field model of a film in which boundary properties are uniform and no orientation is favoured over the others. A two-dimensional network with uniform boundaries but the real scatter in the number of sides is already broader: a lattice simulation gives a standard deviation near 0.4 of the mean, about a tenth of the grains above $u=1.5$ and a few in a thousand above $u=2$. A grain well above the cutoff in a real film may have been favoured, may have more neighbours than the assumed relation gives it, or may simply survive from the initial distribution. The numerical output follows.

## Table of computed values

```
Steady distribution: norm 1.000000, mean u 1.000000
Mean of u^2: 1.10937 ; standard deviation of u: 0.3307
Peak position u: 1.1547 ; peak density: 1.1776
Number fraction above u = 1.0: 5.413e-01
Number fraction above u = 1.5: 3.966e-02
Number fraction above u = 1.8: 1.523e-06
Tail power for lam = 0.30: -3.0004
Roots of w for lam = 0.20: 1.3820 and 3.6180
Edge power p = 1: lam evolved 0.1879, formula 0.1875
  largest/mean evolved 1.3358, formula 1.3333
Edge power p = 2: lam evolved 0.2226, formula 0.2222
  largest/mean evolved 1.4994, formula 1.5000
Start with flat bounded edge: late lam 0.2490
  largest cumulative difference from P: start 0.1567, end 0.0009
  fraction above twice mean: start 0.0066, end 0.0e+00
  mean radius grew by a factor 2245
Start with unbounded Gaussian tail: late lam 0.2550
  largest cumulative difference from P: start 0.1323, end 0.0065
  fraction above twice mean: start 0.0433, end 0.0e+00
  mean radius grew by a factor 4468
Film: thickness 100 nm, initial mean radius 50 nm
Anneal: 473 K for 1800 s
Boundary energy 0.60 J/m^2, activation energy 0.90 eV
Mobility prefactor 1.0e-07 m^4/(J s)
Mobility at temperature: 2.574e-17 m^4/(J s)
Rate constant k: 7.721 nm^2/s
Final mean radius: formula 97.2 nm, evolved 97.4 nm
Cutoff radius: start 100.0 nm, end 194.4 nm
Grains per square micrometre at start: 114.8
Grains per square micrometre at end: 30.4
Free-surface energy 1.70 J/m^2; groove curvature limit 0.00353 1/nm
Uncapped film, fraction held by grooves at start: 0.757
Uncapped film, fraction held by grooves at end: 0.870
Interface gain 0.05 J/m^2, modulus gap 100 GPa, strain 0.0020
Final capillary pressure on a grain at u = 2: 1.543 MPa
Texture pressure from interface: 0.500 MPa; favoured u limit 3.51
Texture pressure from strain: 0.400 MPa; favoured u limit 3.31
Rate factor for a temperature higher by 10 K: 1.580
```
